When a fixed 4f occupation fails: oxidation of a lanthanide precursor

Q: I use a pseudopotential for my lanthanide precursor that puts the whole 4f^n shell into the core. The 4f electrons are compact and take little part in bonding, and my ligand-exchange energies come out well. I now want the reaction with the oxidant. It is the same metal, so the same potential should do.

A: Does the metal still hold n 4f electrons after the oxidant has reacted?

Q: Perhaps not. But the oxidant acts on the valence electrons, and I can treat those as accurately as I like.

A: Let us test that on a model small enough to solve completely. Take a ligand orbital p, a metal orbital d, one active f orbital and an oxidant orbital a, with three electrons, two of spin up and one of spin down. A dimensionless coordinate q describes the nuclear rearrangement that lets the oxidant accept an electron, and λ is its reorganization energy. Energies are in eV. I write n_i for the number of electrons in orbital i, N_f for that in f, and s for spin. Split the Hamiltonian as H = H₀ + W:

H₀ = ε_p n_p + ε_d n_d + ε_f N_f + (ε_a − 2λq) n_a + λq²
     + U_ff n_f↑n_f↓ + U_a n_a↑n_a↓ + U_fd N_f n_d
     + t_pd Σ_s (p_s†d_s + d_s†p_s)

W = Σ_s [t_fp (f_s†p_s + p_s†f_s) + t_fa (f_s†a_s + a_s†f_s)]

Number operators commute with each other, and the p–d hopping does not touch f, so [H₀, N_f] = 0. Each term of W changes N_f by one.

Q: Where is my pseudopotential in this?

A: Its ideal form is the projection of H onto the states with N_f = n. I leave out the fitting errors of a real potential, so whatever fails here fails because of the fixed occupation. The projection removes W, and in H₀ the operator N_f becomes the number n:

E_n = C_n + E_val(n), with C₀ = 0, C₁ = ε_f, C₂ = 2ε_f + U_ff.

The valence electrons see the f shell through a shifted level, D_n = ε_d + nU_fd. The constant C_n belongs to the core, and a pseudopotential calculation does not report it.

Q: Could a larger valence basis or a better correlation method bring the other occupation back?

A: Not within the fixed-f space. Let Φ have occupation n and Φ' have n'. Since N_f is Hermitian, it can act on either side:

n'⟨Φ'|Φ⟩ = ⟨Φ'|N_f|Φ⟩ = n⟨Φ'|Φ⟩, so (n' − n)⟨Φ'|Φ⟩ = 0.

For n' ≠ n the overlap vanishes. Improving the valence treatment improves Φ inside its own sector and adds nothing from another.

Q: Then why does ligand exchange work?

A: Because n is the same on both sides and C_n cancels. What remains is the effect of W. Write the true state as Φ_fix + Σ_k c_kΦ_k, where Φ_fix is the fixed-f ground state, with energy E_fix, and the Φ_k are eigenstates of H₀ in other sectors, with energies E_k. Let w_k = ⟨Φ_k|W|Φ_fix⟩. Projecting the eigenvalue equation on Φ_k, and replacing E by E_fix at leading order, gives

w_k + E_k c_k = E_fix c_k, so c_k = −w_k/(E_k − E_fix).

Since W changes N_f, ⟨Φ_fix|W|Φ_fix⟩ = 0, and projecting on Φ_fix gives

E − E_fix = Σ_k w_k* c_k = −Σ_k |w_k|²/(E_k − E_fix).

This is small when the other sectors lie far above, and it largely cancels if the reaction changes it little.

Now put in numbers. Let ε_p = 0, ε_d = 4, ε_f = 2, ε_a = 3.5, U_ff = 7, U_a = 4, U_fd = 2, t_pd = 1.5, t_fp = 0.2, t_fa = 0.1 and λ = 1.6, all in eV. The ligand pair occupies the lower root b_n of

(ε_p − b)(D_n − b) − t_pd² = 0,

b_n = (ε_p + D_n)/2 − √[((D_n − ε_p)/2)² + t_pd²].

Hence

b₁ = 3 − √(9 + 2.25) = −0.3541 eV,
b₀ = 2 − √(4 + 2.25) = −0.5000 eV.

The model has no repulsion within p or d, so the pair energy is 2b_n.

For the exchange, bring in a ligand with ε_p = −0.5 eV and t_pd = 1.7 eV, and switch off the oxidant coupling. With f¹ fixed, the new root is 2.75 − √(3.25² + 1.7²) = −0.9178 eV, and the energy of the complex changes by 2(−0.9178 + 0.3541) = −1.127 eV. Diagonalizing the full model gives the same value to within 0.2 meV, with N_f = 0.9999 afterwards. Energies of the free ligands are left out of both results and would add equally to both. The close agreement relies on the f–ligand hopping t_fp being the same for both ligands. If the new ligand raised it to 0.4 eV, the fixed-f result would be off by 14 meV.

Q: That is my experience. Now add the oxidant.

A: Let the f electron move to a. The two sectors have the energies

E₁(q) = ε_f + 2b₁ + λq²,

E₀(q) = ε_a − 2λq + λq² + 2b₀ = λ(q − 1)² + ε_a − λ + 2b₀.

The second line completes the square. The minima are at q = 0 and q = 1, and their difference is

ΔE = ε_a − λ − ε_f + 2(b₀ − b₁)
   = 3.5 − 1.6 − 2.0 − 0.2918 = −0.392 eV.

The oxidation is downhill. The term −ε_f is C₀ − C₁, the constant missing from the valence energies. Without it you would find +1.608 eV, which has the wrong sign.

Q: But my calculation with f¹ in the core would not stop with an error. It would give me some oxidized product.

A: It can, but a different one. With f closed to change, the oxidant can take an electron from the ligand pair. One electron then remains in the bonding orbital:

E_hole(q) = ε_f + b₁ + ε_a − 2λq + λq².

At q = 1, relative to the reactant at q = 0,

ΔE_hole = ε_a − λ − b₁ = 3.5 − 1.6 + 0.3541 = 2.254 eV.

At that same geometry the unreacted state costs λ = 1.6 eV, which is less, so the hole is not even the lowest fixed-f state there. The two cross where ε_a − 2λq − b₁ = 0:

q = (ε_a − b₁)/(2λ) = 3.8541/3.2 = 1.204,

at an energy λq² = 2.32 eV. Beyond the crossing the slope is 2λ(q − 1), which is positive. The lowest fixed-f surface therefore keeps rising with q, before and after the crossing, and has no product well. You would conclude that the precursor resists this oxidant.

Q: What does the true surface look like between the wells?

A: Near the crossing of E₁ and E₀ two states suffice. First we need their coupling. The ligand pair relaxes when f empties, because D_n changes. Write its orbital as φ_n = cos θ_n p − sin θ_n d, with tan 2θ_n = 2t_pd/(D_n − ε_p). The f electron hops with amplitude t_fa, and each of the two pair electrons contributes an overlap ⟨φ₀|φ₁⟩ = cos(θ₁ − θ₀). So

V = t_fa cos²(θ₁ − θ₀) = 0.0992 eV,

a reduction of under one per cent. Let the gap be

g = E₀ − E₁ = λ + ΔE − 2λq.

Neglecting t_fp and excited states of the pair, the secular equation (E₁ − E)(E₀ − E) = V² has the lower root

E = (E₁ + E₀)/2 − ½√(g² + 4V²).

The occupation follows from the energy. For a normalized eigenstate, the terms from differentiating the state cancel, so ∂E/∂ε_f = ⟨∂H/∂ε_f⟩ = N_f. Here ∂E₁/∂ε_f = 1, ∂E₀/∂ε_f = 0 and ∂g/∂ε_f = −1, which give

N_f = ½[1 + g/√(g² + 4V²)].

Far before the crossing N_f tends to one, at the crossing it is one half, and far beyond it tends to zero. No fixed integer n follows that change.

Q: And the barrier?

A: The crossing, g = 0, is at q* = (λ + ΔE)/(2λ) = 1.2082/3.2 = 0.378. The uncoupled height is λq*² = (λ + ΔE)²/(4λ) = 0.228 eV. Coupling lowers the crossing by V. It also lowers the reactant: for g much larger than V, g/2 − ½√(g² + 4V²) ≈ −V²/g. With g = λ + ΔE at q = 0, the barrier is approximately

(λ + ΔE)²/(4λ) − V + V²/(λ + ΔE)
= 0.228 − 0.099 + 0.008 = 0.137 eV.

Diagonalization without f–ligand hopping gives 0.1405 eV. The difference arises mainly because the top is not quite at the crossing. There the lower surface has slope 2λq* − λ = ΔE and curvature 2λ − λ²/V = −22.6 eV, so the top lies higher by about ΔE²/(2 × 22.6) = 0.003 eV. Restoring t_fp brings the barrier to 0.133 eV.

These are the full and fixed-f¹ energies at the stationary points of the full surface, relative to the fixed-f reactant at q = 0:

reactant, q = 0.007: full −0.013 eV, fixed 0.000 eV, N_f = 0.993
top, q = 0.352: full 0.120 eV, fixed 0.198 eV, N_f = 0.652
product, q = 0.998: full −0.424 eV, fixed 1.592 eV, N_f = 0.012

The error of the fixed-f energy, relative to the full model, grows from 0.01 eV to 2.0 eV along one path. The reactant gives little warning. Its 13.2 meV shift is reproduced by the second-order sum, which gives 13.1 meV, so perturbation theory looks healthy there. It fails later, as E_k − E_fix approaches zero for the f⁰ state.

The numerical output also shows N_a equal to q at all three points. That follows from stationarity: dE/dq = 2λq − 2λN_a = 0.

At 500 K, where kT = 0.0431 eV, the Boltzmann factor is about 10^(−1.3) for the full barrier and 10^(−23) for the fixed-f crossing. These are not rates, since prefactors are absent, but they show how strongly the fixed occupation can change a prediction.

Q: So the rule is that a 4f-in-core potential cannot be used for oxidation.

A: That is too broad. Compare the two possible electron donors:

ΔE − ΔE_hole = −ε_f + 2b₀ − b₁.

The f electron leaves more easily than a ligand electron if ε_f > 2b₀ − b₁ = −0.646 eV. In this model the oxidant drops out of the condition, because both products share the same ε_a and λ.

Now make f deep, ε_f = −3 eV, and the oxidant stronger, ε_a = 1 eV, keeping the other parameters. The ligand is oxidized first, and fixed-f gives 1.0 − 1.6 + 0.354 = −0.246 eV. The full model gives −0.284 eV, with N_f = 0.991 in the product. The complex has again lost one electron, but from the ligand. If you assigned oxidation states by treating the ligand as a closed shell, you would say the metal had been oxidized in both cases. The potential responds to the 4f occupation, not to that label.

Q: There is still an error of 0.04 eV, much larger than in the ligand exchange.

A: Yes. The hole opens a path for W that the full ligand orbital had blocked: the f electron can hop into the hole, at a cost of 2b₀ − ε_f − b₁ = 2.35 eV. When the f and ligand spins form a singlet, the hopping amplitude is about √2 t_fp, so second-order theory gives this path roughly 2t_fp²/(2.35 eV) ≈ 0.03 eV, most of the error. The fixed-f calculation omits such paths. If f is raised towards −0.646 eV this cost goes to zero, and the fixed-f description fails even for ligand oxidation.

Q: Can I rescue the first reaction by using one potential for f¹ and another for f⁰?

A: For the end points, yes, if you supply the relative core constant and the f–ligand mixing is weak. In the model the constant is known, and the two sectors give −0.392 eV against −0.410 eV from the full solution. With t_fp = 0.8 eV instead of 0.2 eV, the full result would be −0.697 eV and the sectors would still give −0.392 eV, so a strongly covalent product calls for explicit 4f electrons. For a real metal you can calibrate the constant on the bare ion, using a reference calculation that treats the 4f electrons explicitly:

C_n' − C_n = [E_ref(n') − E_ref(n)] − [E_val(n') − E_val(n)], all for the ion.

This assumes that the constant carries over from ion to complex. The terms are large: the first bracket alone, the energy to remove the 4f electron from a free trivalent cerium ion, is very roughly 37 eV, and the second compares the valence energies of two different potentials. Near the barrier the two energies are still not enough. You also need V, or a calculation in which the 4f electrons are free to move.

Q: How close is your model to a real precursor?

A: The parameters are round values, chosen with a cerium(III) precursor in mind that meets an oxidant at about 500 K during oxide deposition. They are not fitted to any molecule. A real complex has seven f orbitals, several ligands and often an oxidant that breaks bonds instead of just accepting an electron. Some omissions can be sized.

Of those sized here, spin–orbit coupling and f degeneracy change the reaction energy most at fixed distance. One f electron has a sixfold lower level and an eightfold upper one. With a rough splitting of 0.30 eV, the lower level lies 4/7 of that, 0.171 eV, below the centre. Relative to the spin doublet already in the model, its degeneracy adds kT ln 3 = 0.047 eV. The f¹ state is thus stabilized by about 0.22 eV in free energy. Lowering ε_f by that amount, with the couplings left unchanged, moves the reaction to −0.20 eV and the barrier to 0.22 eV. The barrier figure is on the low side, for two reasons. Only one of the three doublets of the lower level couples to the oxidant, so much of the degeneracy gain is lost at the top. Spin–orbit mixing also weakens that coupling, because the active orbital has only 3/7 of its weight in the lower level. Together these raise the barrier by about 0.03 to 0.05 eV more. Ligand-field splitting, ignored here, would lower the lowest level further and reduce the degeneracy part.

A direct ligand–oxidant coupling of 0.10 eV moves the barrier by only 0.005 eV. For tunnelling, take a rough nuclear quantum of 0.06 eV in the wells. The sharper curvature at the top makes it ħω = 0.148 eV there. Averaging the transmission of an inverted parabola over thermal energies, with E measured from the barrier top, x = E/kT and u = ħω/kT = 3.4, gives (for u < 2π, where the integral converges)

∫ e^(−x)/(1 + e^(−2πx/u)) dx = (u/2)/sin(u/2) ≈ 1.7,

with x running from −∞ to ∞. The barrier of the model is lower than this quantum and is sharply curved only near its top, so the parabola overestimates the factor. A semiclassical average on the actual barrier shape gives about 1.4.

The distance between the partners is the more delicate assumption. The level ε_a includes the attraction of the ion pair formed, which for unit charges 0.40 nm apart in vacuum is 3.6 eV. Each further 0.01 nm costs about 0.09 eV, so a contact longer by some 0.05 nm would cancel the model's gain of 0.41 eV. The 0.20 eV left after the spin–orbit estimate would be gone after some 0.02 nm. The product here is a contact pair, not two separated gas-phase ions.

Q: Then what should I check before I trust the potential on a new reaction?

A: Follow N_f from reactant through barrier to product, in a calculation where the 4f electrons are treated explicitly. The fixed-f calculation cannot supply this check, because it returns n whatever the chemistry does. If N_f stays near n, no other occupation comes close in energy and the f–ligand mixing changes little, the potential is a reasonable choice, subject to its own fitting errors. N_f alone does not show that mixing, because it is an average in which admixtures of n − 1 and n + 1 can cancel. If another occupation crosses below, you need explicit 4f electrons or, for end points with weak f–ligand mixing, separate potentials with a calibrated constant.

Q: So my ligand-exchange results stand, but they tell me nothing about whether the oxidant will take the 4f electron.

A: Yes. In the exchange the core constant cancelled. In the oxidation of f it is part of the answer.

Values computed for the example and the checks

```
Input levels p, d, f, a (eV): 0.0 4.0 2.0 3.5
Input U_ff, U_a, U_fd (eV): 7.0 4.0 2.0
Input t_pd, t_fp, t_fa (eV): 1.5 0.2 0.1
Reorganization energy: 1.60 eV
Temperature: 500 K; kT = 0.0431 eV
Bonding level with f1: -0.3541 eV; with f0: -0.5000 eV
Relaxed f-oxidant coupling V: 0.0992 eV
Sector crossing: q = 0.3776
Uncoupled f-oxidation energy: -0.3918 eV
Same without the core constant: 1.6082 eV
Full f-oxidation energy: -0.4103 eV
Full f-oxidation barrier: 0.1332 eV
Barrier without f-ligand hopping: 0.1405 eV
Barrier from the short formula: 0.1370 eV
Largest two-state energy error: 0.0294 meV
Wells: full surface 2, fixed-f surface 1
Path, energies relative to the fixed-f reactant at q=0:
 reactant: q=0.0071, full=-0.0133 eV, fixed=0.0001 eV, N_f=0.9930, N_a=0.0071
 top: q=0.3515, full=0.1199 eV, fixed=0.1977 eV, N_f=0.6517, N_a=0.3515
 product: q=0.9976, full=-0.4235 eV, fixed=1.5923 eV, N_f=0.0123, N_a=0.9976
Fixed-f ligand-hole product energy: 2.2541 eV
Fixed-f hole crossing: q=1.2044, energy=2.3210 eV
log10 Boltzmann factor, full barrier: -1.34
log10 Boltzmann factor, fixed-f crossing: -23.39
Reactant shift, exact: -13.183 meV
Reactant shift, second order: -13.130 meV
New ligand p level, t_pd (eV): -0.5 1.7
Ligand exchange, full: -1.1271 eV
Ligand exchange, fixed-f: -1.1273 eV
Ligand exchange error, fixed minus full: -0.196 meV
N_f after ligand exchange: 0.9999
Deep-f case, f and a levels (eV): -3.0 1.0
Deep-f ligand oxidation, full: -0.2843 eV
Deep-f ligand oxidation, fixed-f: -0.2459 eV
Deep-f product: N_f=0.9914, N_a=1.0001
Rough spin-orbit splitting input: 0.30 eV
Lowest spin-orbit level degeneracy: 6
Spin-orbit and degeneracy shift of f1: -0.2188 eV
With that shift: reaction -0.1957 eV, barrier 0.2165 eV
With p-a coupling 0.10 eV: reaction -0.4072 eV, barrier 0.1282 eV
Rough nuclear mode quantum input: 0.060 eV
Barrier-top mode quantum: 0.1475 eV
Parabolic tunnelling factor: 1.729
Ion-pair attraction at 0.40 nm: 3.600 eV
Loss of attraction for 0.01 nm more: 0.0878 eV
```
